# Level inversion and Wannier centres in an s-p chain

## Problem

Identical atoms stand on a line with spacing $a$. Each carries one $s$ orbital and one $p$ orbital pointing along the chain, with energies $E_s$ and $E_p$. The orbitals are orthonormal, and electrons hop between nearest neighbours without interacting. Write

$$
\Delta=E_p-E_s,\qquad T=t_s+t_p,\qquad \theta=ka ,
$$

with $t_s,t_p>0$. Every $p$ orbital has its positive lobe on the right. From atom $n$ to atom $n+1$ the matrix elements are

$$
\langle s_n|H|s_{n+1}\rangle=-t_s,\quad
\langle p_n|H|p_{n+1}\rangle=+t_p,
$$
$$
\langle s_n|H|p_{n+1}\rangle=V_{sp},\quad
\langle p_n|H|s_{n+1}\rangle=-V_{sp}.
$$

The $pp$ element has the opposite sign to the $ss$ element because lobes of opposite sign face each other. The two $sp$ elements differ in sign because the $s$ orbital meets the negative lobe of a $p$ orbital on its right and the positive lobe of one on its left.

1. Find the bands, and the splitting $\Delta_c>0$ below which the $s$ and $p$ levels at $k=\pi/a$ are inverted relative to their atomic order.
2. Find the centre of the Wannier function of the lower band on either side of $\Delta_c$.
3. Add an on-site coupling $\langle s_n|H|p_n\rangle=-\delta$, which breaks inversion symmetry. Follow the centre along the half circle

$$
\Delta=\Delta_c+2r\cos\alpha,\qquad \delta=r\sin\alpha,\qquad 0\le\alpha\le\pi .
$$

For numbers take the round model values $t_s=1.0$, $t_p=1.5$, $V_{sp}=1.2$ and $r=1.5$ eV, with energies measured from $(E_s+E_p)/2$.

## First estimate by scaling

Hopping broadens each atomic level by an energy of the order of its hopping element. The $s$ and $p$ levels can change order when the two broadenings together match the splitting:

$$
\Delta_c\sim t_s+t_p=2.5\ \text{eV},
$$

up to a factor of order one. The coupling $V_{sp}$ is left out of this estimate: it mixes the levels and does not by itself decide their order.

For a large splitting the lower band is made of atomic $s$ orbitals, so its centre should be on the atom, $x=0$. For a small splitting, $s$ and $p$ can form hybrids that bind neighbours, which suggests $x=a/2$. Close to the point where the levels meet, $r$ is the smallest energy. Rescaling the distance in $k$ from the meeting point absorbs the magnitude of $V_{sp}$. For $V_{sp}>0$, as in the example, the ratio $x/a$ can then depend on the angle $\alpha$ alone; the opposite sign of $V_{sp}$ would reverse the displacement. The simplest function with the two expected end values is

$$
\frac{x}{a}\approx\frac{\alpha}{2\pi}.
$$

The linear form is a guess at this stage.

## Exact solution

### Bands and level order

Use Bloch sums with the phase $e^{ikna}$ on atom $n$. A matrix element of $H(k)$ then collects a factor $e^{i\theta}$ from the right neighbour and $e^{-i\theta}$ from the left one:

$$
H_{ss}=E_s-2t_s\cos\theta,\qquad H_{pp}=E_p+2t_p\cos\theta,
$$
$$
H_{sp}=V_{sp}(e^{i\theta}-e^{-i\theta})-\delta=2iV_{sp}\sin\theta-\delta .
$$

Half the difference of the diagonal elements, and the strength of the imaginary coupling, are

$$
X=\frac{H_{pp}-H_{ss}}2=\frac{\Delta}{2}+T\cos\theta,\qquad
Y=2V_{sp}\sin\theta .
$$

The eigenvalues of a two-by-two Hermitian matrix are the mean of its diagonal elements plus or minus $\sqrt{X^2+|H_{sp}|^2}$. Hence

$$
E_\pm=\frac{E_s+E_p}{2}+(t_p-t_s)\cos\theta\pm\Lambda,
$$
$$
\Lambda=\sqrt{R^2+\delta^2},\qquad R^2=X^2+Y^2 .
$$

Set $\delta=0$ first. At $\theta=0$ and $\theta=\pi$ the sine vanishes and the levels are pure $s$ and pure $p$. Their separations, $p$ minus $s$, are

$$
k=0:\ \Delta+2T,\qquad k=\pi/a:\ \Delta-2T .
$$

For $\Delta>0$ the order at $k=0$ is the atomic one, while the order at $\pi/a$ is inverted when

$$
\Delta<\Delta_c=2(t_s+t_p)=5\ \text{eV}.
$$

Two cases on either side of this value show the inversion. At $k=\pi/a$,

- $\Delta=8$ eV: $s$ at $-4+2=-2$ eV, $p$ at $4-3=1$ eV;
- $\Delta=2$ eV: $s$ at $-1+2=1$ eV, $p$ at $1-3=-2$ eV.

Both separations are 3 eV. Diagonalization on a fine mesh of $k$ shows that this is also the full gap between the bands in each case, so the size of the gap does not tell the two cases apart.

The coupling $V_{sp}$ keeps the bands separate once the levels are inverted. Without it, $\Lambda=|X|$ vanishes at $\cos\theta=-\Delta/2T$. For $\Delta=2$ eV this means $\cos\theta=-0.4$ and $\theta=1.98$. With the coupling, the direct gap at this $k$ is $2|Y|=4|V_{sp}\sin\theta|=4.4$ eV. For $V_{sp}\neq0$ and $\delta=0$ the bands touch only if $\sin\theta=0$ and $X=0$ together, which requires $\Delta=\pm2T$.

### The lower state in hybrid orbitals

The Wannier centre follows most directly from the two hybrids on each atom,

$$
|h^R\rangle=\frac{|s\rangle+|p\rangle}{\sqrt2},\qquad
|h^L\rangle=\frac{|s\rangle-|p\rangle}{\sqrt2},
$$

which point right and left. Subtract the mean of the diagonal elements, which does not affect the eigenvectors. The remaining matrix has $H_{ss}=-X$, $H_{pp}=X$, $H_{sp}=iY-\delta$ and $H_{ps}=-iY-\delta$. Therefore

$$
H_{RR}=\tfrac12(H_{ss}+H_{pp}+H_{sp}+H_{ps})=-\delta,
$$
$$
H_{LL}=\tfrac12(H_{ss}+H_{pp}-H_{sp}-H_{ps})=+\delta,
$$
$$
H_{RL}=\tfrac12(H_{ss}-H_{pp}-H_{sp}+H_{ps})=-(X+iY)=-Re^{i\varphi},
$$

where $\varphi$ is the polar angle of the point $(X,Y)$. A positive $\delta$ favours the hybrid pointing right. The lower eigenvector, with eigenvalue $-\Lambda$, is

$$
u=\begin{pmatrix}A\\ Be^{-i\varphi}\end{pmatrix},\qquad
A^2=\frac{1+\delta/\Lambda}{2},\quad B^2=\frac{1-\delta/\Lambda}{2},
$$

with $A,B\ge0$. Indeed $B/A=(\Lambda-\delta)/R$, so the first row gives $-\delta A-RB=-\Lambda A$. Likewise $A/B=(\Lambda+\delta)/R$, so the second row gives $e^{-i\varphi}(-RA+\delta B)=-\Lambda Be^{-i\varphi}$. If $R$ does not vanish, $\varphi$ changes by a multiple of $2\pi$ as $\theta$ runs through the zone, so $u$ is periodic. If $R=0$ at some $\theta$ and $\delta>0$, the angle $\varphi$ is undefined there, but $Be^{-i\varphi}=A(X-iY)/(\Lambda+\delta)$ passes smoothly through zero, so $u$ is still smooth and periodic.

### The Wannier centre

The Wannier function of the home cell has on atom $j$ the amplitudes

$$
c_j=\frac1{2\pi}\int_{-\pi}^{\pi}e^{ij\theta}u(\theta)\,d\theta .
$$

Take the position operator to be diagonal, with the value $ja$ for both orbitals of atom $j$. This neglects the dipole element between $s$ and $p$ on one atom. Since $je^{ij\theta}=-i\,\partial_\theta e^{ij\theta}$, integration by parts gives

$$
jc_j=\frac1{2\pi}\int_{-\pi}^{\pi}e^{ij\theta}\,i\,\partial_\theta u\,d\theta ;
$$

the boundary term vanishes because $u$ is periodic. Parseval's theorem then yields

$$
\frac{x}{a}=\sum_j j\,c_j^\dagger c_j=\frac1{2\pi}\int_{-\pi}^{\pi}i\,u^\dagger\partial_\theta u\,d\theta .
$$

For the eigenvector above, $u^\dagger\partial_\theta u=AA'+BB'-iB^2\varphi'$. The first two terms cancel because $A^2+B^2=1$. What remains is

$$
\frac{x}{a}=\frac1{4\pi}\int_{-\pi}^{\pi}\left(1-\frac{\delta}{\Lambda}\right)\varphi'\,d\theta .
$$

Multiplying $u$ by $e^{-im\theta}$ with integer $m$ moves the function by $m$ cells, so $x$ is defined modulo $a$.

For $\delta=0$ the integral is the total change of $\varphi$. The point $(X,Y)$ runs round an ellipse centred at $(\Delta/2,0)$ with half axes $T$ and $2|V_{sp}|$. It encloses the origin if $|\Delta|<2T$; then $\varphi$ changes by $\pm2\pi$ and $x=\pm a/2$, the same position modulo $a$. If $|\Delta|>2T$, the change is zero. Thus

$$
x=0\ \text{ for }|\Delta|>2T,\qquad x=a/2\ \text{ for }|\Delta|<2T .
$$

No gradual shift is possible at $\delta=0$. Inversion about an atom turns $x$ into $-x$ and leaves the chain unchanged, so $x$ and $-x$ must agree modulo $a$. This leaves $0$ and $a/2$. In the example the centre is on the atom at $\Delta=5.2$ eV and on the bond at $\Delta=4.8$ eV; the direct gap is 0.2 eV at both values and closes between them.

### Two limits of the Wannier function

Let $\Delta=0$, $\delta=0$ and $t_s=t_p=V_{sp}=t$. Then $X=2t\cos\theta$ and $Y=2t\sin\theta$, so $\varphi=\theta$ and $u=(1,e^{-i\theta})/\sqrt2$. The Fourier integral leaves two terms,

$$
|W\rangle=\frac{|h_0^R\rangle+|h_1^L\rangle}{\sqrt2}
=\tfrac12\left(|s_0\rangle+|p_0\rangle+|s_1\rangle-|p_1\rangle\right).
$$

This is a bond between two hybrids that face each other. The lower band is flat, at $-2t$ from the common orbital energy.

For other parameters with $\delta=0$, multiply $u$ by the periodic phase $e^{i(\varphi-w\theta)/2}$, where $w$ is the number of turns of $\varphi$. The centre is unchanged, and the $s$ and $p$ components become $e^{-iw\theta/2}\cos(\varphi/2)$ and $ie^{-iw\theta/2}\sin(\varphi/2)$. When $\Delta$ is large, $w=0$ and $\varphi\approx Y/X\approx4V_{sp}\sin\theta/\Delta$. The $p$ component is then

$$
\frac{i\varphi}{2}\approx\frac{V_{sp}}{\Delta}\left(e^{i\theta}-e^{-i\theta}\right),
$$

which puts $p$ amplitudes $\pm V_{sp}/\Delta$ on the left and right neighbours. For $\Delta=8$ eV this is $1.2/8=0.150$. The full Fourier sum over 80 values of $k$ gives 0.149, with 95% of the weight on the central atom. The closeness of the two numbers is an accident of these parameters, since $\epsilon=2T/\Delta=0.625$ and $\eta=4V_{sp}/\Delta=0.6$ are not small. With $y=\tan\varphi=\eta\sin\theta/(1+\epsilon\cos\theta)$, one has $\sin(\varphi/2)\approx y/2-3y^3/16$. The identities $\sin\theta\cos^2\theta=(\sin\theta+\sin3\theta)/4$ and $\sin^3\theta=(3\sin\theta-\sin3\theta)/4$ then multiply the nearest-neighbour amplitude by $1+T^2/\Delta^2-9V_{sp}^2/2\Delta^2=1+0.098-0.101$, whose two corrections nearly cancel here. The same Fourier sum also puts a $p$ amplitude of 0.046 on atom 2, which the leading formula omits. For $\Delta=2$ eV the same sum puts 49.5% on each of the two atoms of the bond.

### The continuous path

With $\delta\neq0$ the derivative of the polar angle is needed:

$$
\varphi'=\frac{XY'-YX'}{R^2}
=\frac{2V_{sp}\left[T+(\Delta/2)\cos\theta\right]}{R^2},
$$

where $\cos^2\theta+\sin^2\theta=1$ was used. On the half circle let $m=\Delta/2-T=r\cos\alpha$. At $k=\pi/a$ the direct gap is $2\sqrt{m^2+\delta^2}=2r=3$ eV. Diagonalization at the seven angles below shows that this is also the full gap. Numerical quadrature of the centre integral gives:

| $\alpha$ | $\Delta$ (eV) | $\delta$ (eV) | $x/a$ | $\alpha/2\pi$ |
|---:|---:|---:|---:|---:|
| 0° | 8.00 | 0.00 | 0.000 | 0.000 |
| 30° | 7.60 | 0.75 | 0.033 | 0.083 |
| 60° | 6.50 | 1.30 | 0.072 | 0.167 |
| 90° | 5.00 | 1.50 | 0.125 | 0.250 |
| 120° | 3.50 | 1.30 | 0.205 | 0.333 |
| 150° | 2.40 | 0.75 | 0.329 | 0.417 |
| 180° | 2.00 | 0.00 | 0.500 | 0.500 |

The centre now moves from atom to bond while the gap stays open.

## Comparison

The estimate of the critical splitting had the right scale, $T=2.5$ eV, but missed a factor of two. Each atom has two neighbours, and at the zone boundary their contributions add: the $s$ level rises by $2t_s$ and the $p$ level falls by $2t_p$.

The linear law for the centre can be tested against the integral for small $r$. Take $V_{sp}>0$, put $\theta=\pi+q$ and let $v=2V_{sp}$. To leading order near $q=0$, $X=m$ and $Y=-vq$, so

$$
\varphi'=-\frac{vm}{m^2+v^2q^2},\qquad \Lambda=\sqrt{r^2+v^2q^2}.
$$

The term without $\delta$ in the centre integral gives $w/2$. With $y=vq$, and the limits extended to infinity as $r\to0$,

$$
\frac{x}{a}=\frac w2+\frac{m\delta}{4\pi}\int_{-\infty}^{\infty}
\frac{dy}{(m^2+y^2)\sqrt{r^2+y^2}} .
$$

Substitute $z=y/\sqrt{r^2+y^2}$. Then $dy/\sqrt{r^2+y^2}=dz/(1-z^2)$ and $m^2+y^2=(m^2+\delta^2z^2)/(1-z^2)$, so the integral becomes

$$
\int_{-1}^{1}\frac{dz}{m^2+\delta^2z^2}
=\frac{2}{|m|\delta}\arctan\frac{\delta}{|m|}.
$$

For $m>0$, $w=0$ and the arctangent is $\alpha$. For $m<0$, $w=1$ and the arctangent is $\pi-\alpha$, which enters with a minus sign. Both cases give $x/a=\alpha/2\pi$, and continuity supplies $m=0$. The guess is therefore the correct limit for $r\to0$.

The approach to this limit is slow. The next term in the numerator of $\varphi'$ changes $-m$ into $-m+Tq^2/2$. For $r/v\ll|q|\ll1$ it adds $T/(2v^2|q|)$ to $\varphi'/\Lambda$. Integration over both signs of $q$ gives $(T/v^2)\ln(1/r)$ plus a constant, and the prefactor $-\delta/4\pi$ turns this into

$$
\frac{x}{a}=\frac{\alpha}{2\pi}
-\frac{T\,r\sin\alpha}{16\pi V_{sp}^2}\ln\frac1r+O(r),
$$

with $r$ in eV inside the logarithm; another unit changes only the term of order $r$. The corrections to $R$ and $\Lambda$ contribute at order $r$ or smaller. Here the coefficient is $2.5/(16\pi\times1.44)=0.0345$ per eV. Centres computed from overlaps of neighbouring Bloch states, at five angles from 30° to 150°, deviate from $\alpha/2\pi$ by at most 0.018 for $r=0.1$ eV and 0.0026 for $r=0.01$ eV.

The circle with $r=1.5$ eV is outside this regime, and at 90° the centre has gone half as far as the linear law says. The sign of the difference follows from the integral. At $\Delta=2T$, $\tan\varphi=(2V_{sp}/T)\tan(\theta/2)$, so $\varphi$ rises by $\pi$ inside the zone. The ellipse passes through the origin at $\theta=\pm\pi$, where $B=0$ for $\delta>0$, so the jump of $\varphi$ at that point does not contribute, and

$$
\frac{x}{a}=\frac14-\frac{\delta}{4\pi}\int_{-\pi}^{\pi}\frac{\varphi'}{\Lambda}\,d\theta .
$$

Since $\varphi'>0$ here, the centre lies below $a/4$.

The term $(t_p-t_s)\cos\theta$ does not affect the states, and for $t_s,t_p>0$ it cannot make the bands overlap in energy at different $k$. Between two points with different $\cos\theta$ it changes by $|t_p-t_s||\cos\theta_1-\cos\theta_2|$. This is less than $T|\cos\theta_1-\cos\theta_2|=|X_1-X_2|$, which is at most $\Lambda_1+\Lambda_2$. The lower band can therefore be filled alone whenever the direct gap is open at every $k$.

One approximation limits the results for the centre. The neglected dipole between $s$ and $p$ on one atom does not move the centre at $\delta=0$, where inversion fixes it. At $\delta\neq0$ it would shift the intermediate positions in the table.
